# Exact Kohn-Sham eigenvalues and the quasiparticle gap: verification in Python

```python
"""
Result under test: quasiparticle gap = exact Kohn-Sham (KS) gap + Delta_xc,
where Delta_xc is the jump of the exact xc potential at integer electron number.
E_g = E(N+1) + E(N-1) - 2 E(N), with N = 2 in both models.
KS gap = lowest empty minus highest occupied level of the exact KS potential.
Model A: two-site Hubbard model (hopping t, repulsion U, site offset d).
Model B: electrons in a 1D harmonic trap (frequency omega) with repulsion
lam / sqrt((x-y)^2 + a^2). Energies in hartree, lengths in bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------------- Model A: complete Fock space of two sites ----------------
t, U, d_ext = 0.5, 2.0, 1.0
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for m in range(4):
        factor = parity if m < mode else (lower if m == mode else np.eye(2))
        op = np.kron(op, factor)
    return op


c = [annihilator(m) for m in range(4)]     # 1up, 1down, 2up, 2down
occ = [op.T @ op for op in c]
site1, site2 = occ[0] + occ[1], occ[2] + occ[3]
hop = -t * (c[0].T @ c[2] + c[1].T @ c[3])
hop = hop + hop.T
double = occ[0] @ occ[1] + occ[2] @ occ[3]
particle_number = np.rint(np.diag(site1 + site2)).astype(int)
sectors = [np.where(particle_number == k)[0] for k in range(5)]


def sector_matrix(number, d, repulsion):
    full = hop + repulsion * double + 0.5 * d * (site1 - site2)
    return full[np.ix_(sectors[number], sectors[number])]


def ensemble_energy(number, d, repulsion):
    low = min(int(np.floor(number)), 3)
    frac = number - low
    e_low = np.linalg.eigvalsh(sector_matrix(low, d, repulsion))[0]
    e_high = np.linalg.eigvalsh(sector_matrix(low + 1, d, repulsion))[0]
    return (1 - frac) * e_low + frac * e_high


def lieb_functional(n, repulsion):
    """Maximum over potentials of E(N; v) - sum_i v_i n_i."""
    def negative(d):
        return -(ensemble_energy(n.sum(), d, repulsion)
                 - 0.5 * d * (n[0] - n[1]))
    best = minimize_scalar(negative, bounds=(-20, 20), method="bounded",
                           options={"xatol": 1e-9})
    return -best.fun


def hxc_energy(n):
    return lieb_functional(n, U) - lieb_functional(n, 0.0)


def one_sided_potential(n, side):
    step = 1e-3 * side
    result = []
    for unit in np.eye(2):
        f0, f1, f2 = [hxc_energy(n + k * step * unit) for k in range(3)]
        result.append((-3 * f0 + 4 * f1 - f2) / (2 * step))
    return np.array(result)


dimer_E = [np.linalg.eigvalsh(sector_matrix(k, d_ext, U))[0] for k in range(4)]
ground = np.linalg.eigh(sector_matrix(2, d_ext, U))[1][:, 0]
weights = ground**2
density = np.array([weights @ np.diag(s)[sectors[2]] for s in (site1, site2)])
v_minus = one_sided_potential(density, -1)
v_plus = one_sided_potential(density, +1)
jump = v_plus - v_minus
external = np.array([0.5 * d_ext, -0.5 * d_ext])
one_body_hop = np.array([[0.0, -t], [-t, 0.0]])
levels_minus, orbitals = np.linalg.eigh(one_body_hop
                                       + np.diag(external + v_minus))
levels_plus = np.linalg.eigvalsh(one_body_hop + np.diag(external + v_plus))
dimer_I = dimer_E[1] - dimer_E[2]
dimer_A = dimer_E[2] - dimer_E[3]
dimer_Eg = dimer_I - dimer_A
dimer_ks = levels_minus[1] - levels_minus[0]

# Tolerance: second-order finite differences with density step 1e-3.
tol = 2e-4
assert np.allclose(2 * orbitals[:, 0]**2, density, atol=tol)
assert abs(jump[0] - jump[1]) < tol
assert np.allclose(jump, dimer_Eg - dimer_ks, atol=tol)
assert abs(levels_minus[0] + dimer_I) < tol
assert abs(levels_plus[1] + dimer_A) < tol
assert dimer_Eg - dimer_ks > 100 * tol

print("MODEL A: two-site Hubbard, energies in hartree")
print(f"t = {t}, U = {U}, site offset d = {d_ext}")
for k in (1, 2, 3):
    print(f"E({k}) = {dimer_E[k]:.5f}")
print(f"site occupations at N=2: {density[0]:.5f}, {density[1]:.5f}")
print(f"I = {dimer_I:.5f}, A = {dimer_A:.5f}")
print(f"v_Hxc below N=2, sites 1,2: {v_minus[0]:.4f}, {v_minus[1]:.4f}")
print(f"v_Hxc above N=2, sites 1,2: {v_plus[0]:.4f}, {v_plus[1]:.4f}")
print(f"jump on sites 1,2: {jump[0]:.4f}, {jump[1]:.4f}")
print(f"KS levels below N=2: {levels_minus[0]:.4f}, {levels_minus[1]:.4f}")
print(f"KS levels above N=2: {levels_plus[0]:.4f}, {levels_plus[1]:.4f}")
print(f"quasiparticle gap = {dimer_Eg:.4f}")
print(f"exact KS gap = {dimer_ks:.4f}")
print(f"gap difference = {dimer_Eg - dimer_ks:.4f}")

# ---------------- Model B: interacting electrons in a trap -----------------
omega, a = 0.5, 1.0
dx = 0.1
x = np.arange(-140, 141) * dx
kernel = 1 / np.sqrt((x[:, None] - x[None, :])**2 + a**2)


def hermite_family(count, frequency, start):
    """Oscillator functions, or their polynomial factors if start is one."""
    rows = [start, np.sqrt(2 * frequency) * x * start]
    for k in range(1, count - 1):
        rows.append(np.sqrt(2 * frequency / (k + 1)) * x * rows[k]
                    - np.sqrt(k / (k + 1)) * rows[k - 1])
    return np.array(rows[:count])


def oscillator_basis(count, frequency):
    gaussian = (frequency / np.pi)**0.25 * np.exp(-frequency * x**2 / 2)
    return hermite_family(count, frequency, gaussian)


def ks_gap_from_density(n):
    """Minimize half int n f'^2 / int n f^2 for f orthogonal to constants."""
    count = 12
    poly = hermite_family(count, omega, np.ones_like(x))
    slope = np.zeros_like(poly)
    for k in range(1, count):
        slope[k] = np.sqrt(2 * omega * k) * poly[k - 1]
    stiffness = 0.5 * (slope * n) @ slope.T * dx
    overlap = (poly * n) @ poly.T * dx
    return eigh(stiffness, overlap, eigvals_only=True)[1]


def solve_trap(size, lam=1.0, frequency=omega):
    phi = oscillator_basis(size, frequency)
    h = np.diag(frequency * (np.arange(size) + 0.5))
    h = h + 0.5 * (omega**2 - frequency**2) * (phi * x**2) @ phi.T * dx
    pairs = (phi[:, None, :] * phi[None, :, :]).reshape(size**2, -1) * dx
    eri = lam * (pairs @ kernel @ pairs.T).reshape((size,) * 4)
    unit = np.eye(size)
    two_body = eri.transpose(0, 2, 1, 3).reshape(size**2, size**2)
    energies, vectors = np.linalg.eigh(np.kron(h, unit) + np.kron(unit, h)
                                       + two_body)
    coeff = vectors[:, 0].reshape(size, size)
    n = 2 * np.sum((coeff.T @ phi)**2, axis=0)
    exchange_sign = []
    for k in range(8):
        state = vectors[:, k].reshape(size, size)
        exchange_sign.append(np.sum(state * state.T))
    exchange_sign = np.array(exchange_sign)
    singlets = energies[:8][exchange_sign > 0.5]
    triplets = energies[:8][exchange_sign < -0.5]
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    e3 = float(solver.kernel(h, eri, size, (2, 1))[0])
    e1, e2 = np.linalg.eigvalsh(h)[0], energies[0]
    ks = ks_gap_from_density(n)
    return {"E": (e1, e2, e3), "Eg": e3 + e1 - 2 * e2, "ks": ks,
            "delta": e3 + e1 - 2 * e2 - ks, "n": n,
            "singlet": singlets, "triplet": triplets}


sizes = (6, 10, 14, 18)
runs = {size: solve_trap(size) for size in sizes}
best, previous = runs[18], runs[14]
e1, e2, e3 = best["E"]
singlet_gap = best["singlet"][1] - e2
triplet_gap = best["triplet"][0] - e2


# Independent two-electron solution: centre-of-mass and relative motion.
def sinc_kinetic(points, spacing):
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    off = np.where(diff % 2 == 0, 1.0, -1.0) / safe**2
    return np.where(diff == 0, np.pi**2 / 6, off) / spacing**2


r = np.arange(-160, 161) * dx
relative_H = (2 * sinc_kinetic(len(r), dx)
              + np.diag(omega**2 * r**2 / 4 + 1 / np.sqrt(r**2 + a**2)))
relative_E, relative_states = np.linalg.eigh(relative_H)
e2_separated = omega / 2 + relative_E[0]
relative_weight = relative_states[:, 0]**2
xs = np.arange(-100, 101) * dx
centre = xs[:, None] - r[None, :] / 2
gauss = np.sqrt(2 * omega / np.pi) * np.exp(-2 * omega * centre**2)
n_sep = 2 * gauss @ relative_weight
n_first = 2 * (-4 * omega * centre * gauss) @ relative_weight
n_second = 2 * ((16 * omega**2 * centre**2 - 4 * omega) * gauss
                ) @ relative_weight
shape = n_second / (4 * n_sep) - n_first**2 / (8 * n_sep**2)
inverted_levels = np.linalg.eigvalsh(sinc_kinetic(len(xs), dx)
                                     + np.diag(shape))
ks_inverted = inverted_levels[1] - inverted_levels[0]
# Fix the constant by highest occupied level = E(2) - E(1) = -I.
v_hxc = shape + (e2_separated - omega / 2) - 0.5 * omega**2 * xs**2


def hxc_at(position):
    return v_hxc[np.argmin(abs(xs - position))]


# Tolerances: truncation of the oscillator basis and of the trial polynomials.
assert abs(e2 - e2_separated) < 2e-4
assert np.max(abs(best["n"][40:241] - n_sep)) < 2e-3
assert abs(inverted_levels[0]) < 1e-6
assert abs(best["ks"] - ks_inverted) < 1e-3
assert abs(singlet_gap - omega) < 5e-4
assert abs(triplet_gap - (relative_E[1] - relative_E[0])) < 5e-4
# At finite distance, terms beyond 1/x remain, of order 1/x^2.
assert abs(hxc_at(9.0) - 1 / 9.0) < 0.03

other_basis = solve_trap(18, frequency=0.7)
assert abs(other_basis["Eg"] - best["Eg"]) < 5e-4
basis_change = abs(best["delta"] - previous["delta"])
assert best["delta"] > 50 * basis_change

# Weak coupling: extrapolate Delta_xc / lam to zero interaction.
weak = 0.01
ratio1 = solve_trap(12, lam=weak)["delta"] / weak
ratio2 = solve_trap(12, lam=2 * weak)["delta"] / (2 * weak)
slope_numeric = 2 * ratio1 - ratio2
orb_H, orb_L = oscillator_basis(2, omega)
J_HL = orb_H**2 @ kernel @ orb_L**2 * dx**2
K_HL = (orb_H * orb_L) @ kernel @ (orb_H * orb_L) * dx**2
assert abs(slope_numeric - (J_HL - K_HL)) < 2e-3

print("MODEL B: 1D trap, energies in hartree")
print(f"omega = {omega} hartree, softening a = {a} bohr")
print("basis size | quasiparticle gap | KS gap | Delta_xc")
for size in sizes:
    run = runs[size]
    print(f"{size:3d} | {run['Eg']:.5f} | {run['ks']:.5f} | {run['delta']:.5f}")
print(f"E(1) = {e1:.5f}, E(2) = {e2:.5f}, E(3) = {e3:.5f}")
print(f"I = {e1 - e2:.5f}, A = {e2 - e3:.5f}")
print(f"E(2) from separated motion = {e2_separated:.5f}")
print(f"KS gap from inverted potential = {ks_inverted:.5f}")
print(f"quasiparticle gap, basis frequency 0.7 = {other_basis['Eg']:.5f}")
print(f"change of Delta_xc, basis 14 to 18 = {basis_change:.1e}")
for position in (0.0, 5.0, 9.0):
    print(f"v_Hxc at x = {position:.0f} bohr: {hxc_at(position):.4f}")
print(f"1/x at x = 9 bohr: {1 / 9.0:.4f}")
print(f"lowest triplet excitation = {triplet_gap:.5f}")
print(f"lowest singlet excitation = {singlet_gap:.5f}")
print(f"J_HL = {J_HL:.5f}, K_HL = {K_HL:.5f}")
print(f"J_HL - K_HL = {J_HL - K_HL:.5f}")
print(f"weak-coupling slope of Delta_xc = {slope_numeric:.5f}")
print(f"quasiparticle gap = {best['Eg'] * HARTREE_EV:.3f} eV")
print(f"exact KS gap = {best['ks'] * HARTREE_EV:.3f} eV")
print(f"Delta_xc = {best['delta'] * HARTREE_EV:.3f} eV")
print(f"Delta_xc / quasiparticle gap = {100*best['delta']/best['Eg']:.1f} %")
print("checks complete")
```

Running it gives:

```
MODEL A: two-site Hubbard, energies in hartree
t = 0.5, U = 2.0, site offset d = 1.0
E(1) = -0.70711
E(2) = -0.48119
E(3) = 1.29289
site occupations at N=2: 0.85294, 1.14706
I = -0.22591, A = -1.77409
v_Hxc below N=2, sites 1,2: 0.3057, 1.1571
v_Hxc above N=2, sites 1,2: 0.8429, 1.6943
jump on sites 1,2: 0.5372, 0.5372
KS levels below N=2: 0.2259, 1.2369
KS levels above N=2: 0.7631, 1.7741
quasiparticle gap = 1.5482
exact KS gap = 1.0110
gap difference = 0.5372
MODEL B: 1D trap, energies in hartree
omega = 0.5 hartree, softening a = 1.0 bohr
basis size | quasiparticle gap | KS gap | Delta_xc
  6 | 0.80218 | 0.35786 | 0.44432
 10 | 0.80196 | 0.35817 | 0.44379
 14 | 0.80194 | 0.35819 | 0.44375
 18 | 0.80194 | 0.35819 | 0.44374
E(1) = 0.25000, E(2) = 1.15973, E(3) = 2.87139
I = -0.90973, A = -1.71167
E(2) from separated motion = 1.15973
KS gap from inverted potential = 0.35819
quasiparticle gap, basis frequency 0.7 = 0.80194
change of Delta_xc, basis 14 to 18 = 6.0e-06
v_Hxc at x = 0 bohr: 0.7798
v_Hxc at x = 5 bohr: 0.2066
v_Hxc at x = 9 bohr: 0.1163
1/x at x = 9 bohr: 0.1111
lowest triplet excitation = 0.26940
lowest singlet excitation = 0.50000
J_HL = 0.57757, K_HL = 0.12819
J_HL - K_HL = 0.44938
weak-coupling slope of Delta_xc = 0.44937
quasiparticle gap = 21.822 eV
exact KS gap = 9.747 eV
Delta_xc = 12.075 eV
Delta_xc / quasiparticle gap = 55.3 %
checks complete
```
